# Does every plain SCF iteration lower the energy?: a numerical check

```python
"""
Result under test: a plain SCF step minimizes only the linearized energy.
For a closed-shell mean-field energy E(P) the exact change in one step is
    E(P') - E(P) = L + Q,  L = 2 Tr F(P)(P'-P) <= 0,  Q = Tr D G(D), D = P'-P,
and the energy rises when Q > |L|.

Two-level model (energies in eV): two sites, one electron of each spin.
  delta : difference of the site energies (+delta/2 and -delta/2)
  t     : hopping strength (matrix element -t);  U : on-site repulsion
  P     : 2x2 density matrix per spin, trace 1;  z = P11 - P22
  F(P)  = h + U diag(P);  G(P) = U diag(P)
  B(P,P') : energy with P for spin up and P' for spin down
Energies are traces with the explicit two-electron Hamiltonian.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar


def one_body(delta, t):
    return np.array([[delta / 2, -t], [-t, -delta / 2]])


def two_electron_hamiltonian(delta, t, U):
    h, one = one_body(delta, t), np.eye(2)
    return np.kron(h, one) + np.kron(one, h) + U * np.diag([1.0, 0, 0, 1.0])


def pair_energy(P_up, P_down, model):
    return np.trace(two_electron_hamiltonian(*model) @ np.kron(P_up, P_down))


def energy(P, model):
    return pair_energy(P, P, model)


def density_from_angle(theta):
    c = np.array([np.cos(theta / 2), np.sin(theta / 2)])
    return np.outer(c, c)


def density_from_z(z):
    return density_from_angle(np.arccos(z))


def z_of(P):
    return P[0, 0] - P[1, 1]


def fock(P, model):
    delta, t, U = model
    return one_body(delta, t) + U * np.diag(np.diag(P))


def scf_step(P, model):
    c = np.linalg.eigh(fock(P, model))[1][:, 0]
    return np.outer(c, c)


def linear_and_quadratic(P, P_new, model):
    D = P_new - P
    L = 2 * np.trace(fock(P, model) @ D)
    Q = model[2] * np.sum(np.diag(D) ** 2)
    return L, Q


def map_formula(z, model):
    delta, t, U = model
    a = delta + U * z
    return -a / np.sqrt(a * a + 4 * t * t)


def energy_formula(z, model):
    delta, t, U = model
    return delta * z - 2 * t * np.sqrt(1 - z * z) + U * (1 + z * z) / 2


rng = np.random.default_rng(7)

# Closed formulas, exact expansion, tangency and the linear minimum property
angles = np.linspace(0, 2 * np.pi, 721)
for _ in range(40):
    model = (rng.uniform(-2, 2), rng.uniform(0.5, 2), rng.uniform(-4, 6))
    z = rng.uniform(-0.95, 0.95)
    P = density_from_z(z)
    P_new = scf_step(P, model)
    L, Q = linear_and_quadratic(P, P_new, model)
    assert abs(energy(P, model) - energy_formula(z, model)) < 1e-12
    assert abs(z_of(P_new) - map_formula(z, model)) < 1e-12
    assert abs(energy(P_new, model) - energy(P, model) - L - Q) < 1e-11
    assert abs(Q - model[2] * (z_of(P_new) - z) ** 2 / 2) < 1e-12
    F = fock(P, model)
    scan = [2 * np.trace(F @ (density_from_angle(a) - P)) for a in angles]
    assert L <= min(scan) + 1e-12 and min(scan) - L < 1e-3
    theta, s = np.arccos(z), 1e-5
    P_plus, P_minus = density_from_angle(theta + s), density_from_angle(theta - s)
    slope_true = (energy(P_plus, model) - energy(P_minus, model)) / (2 * s)
    slope_linear = 2 * np.trace(F @ (P_plus - P_minus)) / (2 * s)
    assert abs(slope_true - slope_linear) < 1e-7

# Symmetric model: exact criterion for a rise of the energy
outcomes = set()
for _ in range(400):
    model = (0.0, 1.0, rng.uniform(0.2, 8))
    z = rng.uniform(0.05, 0.95)
    margin = 1 - 4 * model[1] ** 2 / model[2] ** 2 - z * z
    if abs(margin) < 1e-3:
        continue
    P = density_from_z(z)
    change = energy(scf_step(P, model), model) - energy(P, model)
    assert (change > 0) == (margin > 0)
    outcomes.add(bool(change > 0))
assert outcomes == {True, False}

# Attractive interaction: the energy never rises
for _ in range(200):
    model = (rng.uniform(-2, 2), 1.0, rng.uniform(-6, -0.1))
    P = density_from_z(rng.uniform(-0.95, 0.95))
    assert energy(scf_step(P, model), model) <= energy(P, model) + 1e-12

# Six sites, two filled orbitals: L <= 0 and B never rises
for _ in range(20):
    A = rng.normal(size=(6, 6))
    h6 = (A + A.T) / 2
    W = rng.normal(size=(6, 6))
    V = W + W.T
    P = np.diag([1.0, 1.0, 0, 0, 0, 0])
    B_old = np.inf
    for _ in range(25):
        F6 = h6 + np.diag(V @ np.diag(P))
        C = np.linalg.eigh(F6)[1][:, :2]
        P_new = C @ C.T
        assert 2 * np.trace(F6 @ (P_new - P)) <= 1e-11
        B_new = np.trace(h6 @ (P + P_new)) + np.diag(P) @ V @ np.diag(P_new)
        assert B_new <= B_old + 1e-11
        P, B_old = P_new, B_new

# Worked example: symmetric model
t, U, z_start, steps = 1.0, 3.0, 0.1, 14
model = (0.0, t, U)
P_start = density_from_z(z_start)
P_first = scf_step(P_start, model)
F_start = fock(P_start, model)
L_first, Q_first = linear_and_quadratic(P_start, P_first, model)
E_start, E_first = energy(P_start, model), energy(P_first, model)
best = minimize_scalar(lambda a: energy(density_from_angle(a), model),
                       bounds=(0, np.pi), method="bounded",
                       options={"xatol": 1e-10})
E_min = best.fun
assert abs(z_of(density_from_angle(best.x))) < 1e-6
small = 1e-5
jacobian = (z_of(scf_step(density_from_z(small), model))
            - z_of(scf_step(density_from_z(-small), model))) / (2 * small)
assert abs(jacobian + U / (2 * t)) < 1e-7

print(f"t = {t:.1f} eV, U = {U:.1f} eV, delta = 0 eV")
print(f"start z = {z_start:.3f} (no unit)")
print(f"restricted minimum energy = {E_min:.6f} eV")
print(f"Jacobian at the minimum = {jacobian:.4f} (no unit)")
print(f"F11 at start = {F_start[0, 0]:.4f} eV")
print(f"F22 at start = {F_start[1, 1]:.4f} eV")
print(f"old orbital, mean of F = {np.trace(F_start @ P_start):.6f} eV")
print(f"new orbital, eigenvalue of F = {np.trace(F_start @ P_first):.6f} eV")
print(f"first step, linear part L = {L_first:.6f} eV")
print(f"first step, quadratic part Q = {Q_first:.6f} eV")
print(f"first step, linearized energy = {E_start + L_first:.6f} eV")
print(f"first step, true change = {E_first - E_start:.6f} eV")
print("step   z (no unit)   E (eV)      B with next step (eV)")
P, E_old, B_old = P_start, -np.inf, np.inf
for n in range(steps + 1):
    P_new = scf_step(P, model)
    E_now, B_now = energy(P, model), pair_energy(P, P_new, model)
    assert E_now > E_old and B_now < B_old
    print(f"{n:3d}   {z_of(P):10.6f}   {E_now:10.6f}   {B_now:10.6f}")
    P, E_old, B_old = P_new, E_now, B_now

for _ in range(100):
    P = scf_step(P, model)
P_partner = scf_step(P, model)
z_cycle = abs(z_of(P))
E_cycle, B_cycle = energy(P, model), pair_energy(P, P_partner, model)
assert abs(z_cycle - np.sqrt(1 - 4 * t * t / U ** 2)) < 1e-10
assert abs(z_of(P) + z_of(P_partner)) < 1e-10
unrestricted = minimize(
    lambda a: pair_energy(density_from_angle(a[0]), density_from_angle(a[1]),
                          model), [0.5, 2.3], tol=1e-10)
assert abs(unrestricted.fun - B_cycle) < 1e-8
E_exact = np.linalg.eigvalsh(two_electron_hamiltonian(*model))[0]
assert E_exact < unrestricted.fun < E_min < E_cycle
print(f"two-cycle amplitude |z| = {z_cycle:.6f} (no unit)")
print(f"two-cycle energy E = {E_cycle:.6f} eV")
print(f"two-cycle excess over minimum = {E_cycle - E_min:.6f} eV")
print(f"two-cycle B = {B_cycle:.6f} eV")
print(f"unrestricted minimum energy = {unrestricted.fun:.6f} eV")
print(f"exact two-electron energy of model = {E_exact:.6f} eV")

# Optimal damping from the same start
P, damped_energies, damping_factors = P_start, [E_start], []
for _ in range(16):
    P_new = scf_step(P, model)
    L, Q = linear_and_quadratic(P, P_new, model)
    factor = 1.0 if -L >= 2 * Q else -L / (2 * Q)
    P = P + factor * (P_new - P)
    damping_factors.append(factor)
    damped_energies.append(energy(P, model))
    assert damped_energies[-1] <= damped_energies[-2] + 1e-13
assert abs(damped_energies[-1] - E_min) < 1e-9
line = minimize_scalar(
    lambda x: energy(P_start + x * (P_first - P_start), model),
    bounds=(0, 1), method="bounded", options={"xatol": 1e-9})
assert abs(line.x - damping_factors[0]) < 1e-5
print(f"first optimal damping factor = {damping_factors[0]:.6f} (no unit)")
print(f"energy after first damped step = {damped_energies[1]:.6f} eV")
print(f"energy after 16 damped steps = {damped_energies[-1]:.6f} eV")

# Biased model: the rise needs no symmetry
delta = 1.0
biased = (delta, t, U)
z_fixed = brentq(lambda z: z - z_of(scf_step(density_from_z(z), biased)),
                 -0.99, 0.99, xtol=1e-14)
best = minimize_scalar(lambda a: energy(density_from_angle(a), biased),
                       bounds=(0, np.pi), method="bounded",
                       options={"xatol": 1e-10})
assert abs(np.cos(best.x) - z_fixed) < 1e-6
slope = (z_of(scf_step(density_from_z(z_fixed + small), biased))
         - z_of(scf_step(density_from_z(z_fixed - small), biased))) / (2 * small)
assert abs(slope + U * (1 - z_fixed ** 2) ** 1.5 / (2 * t)) < 1e-7
w = 1e-3
E_fixed = energy(density_from_z(z_fixed), biased)
curvature = (energy(density_from_z(z_fixed + w), biased) - 2 * E_fixed
             + energy(density_from_z(z_fixed - w), biased)) / w ** 2
assert abs(curvature - U - 2 * t / (1 - z_fixed ** 2) ** 1.5) < 1e-4
P = density_from_z(z_fixed + w)
excess_before = energy(P, biased) - E_fixed
excess_after = energy(scf_step(P, biased), biased) - E_fixed
assert abs(excess_after / excess_before / slope ** 2 - 1) < 0.02
print(f"biased model: delta = {delta:.1f} eV, same t and U")
print(f"biased fixed point z = {z_fixed:.6f} (no unit)")
print(f"biased minimum energy = {E_fixed:.6f} eV")
print(f"biased Jacobian = {slope:.4f} (no unit)")
print(f"biased energy curvature in z = {curvature:.4f} eV")
print(f"biased displacement in z = {w:.3f} (no unit)")
print(f"biased excess before step = {excess_before:.4e} eV")
print(f"biased excess after step = {excess_after:.4e} eV")
print(f"biased excess ratio = {excess_after / excess_before:.4f} (no unit)")
print(f"biased Jacobian squared = {slope ** 2:.4f} (no unit)")
print("all assertions hold")
```

It prints:

```
t = 1.0 eV, U = 3.0 eV, delta = 0 eV
start z = 0.100 (no unit)
restricted minimum energy = -0.500000 eV
Jacobian at the minimum = -1.5000 (no unit)
F11 at start = 1.6500 eV
F22 at start = 1.3500 eV
old orbital, mean of F = 0.520013 eV
new orbital, eigenvalue of F = 0.488813 eV
first step, linear part L = -0.062400 eV
first step, quadratic part Q = 0.092509 eV
first step, linearized energy = -0.537375 eV
first step, true change = 0.030110 eV
step   z (no unit)   E (eV)      B with next step (eV)
  0     0.100000    -0.474975    -0.506175
  1    -0.148340    -0.444865    -0.513393
  2     0.217199    -0.381492    -0.527861
  3    -0.309772    -0.257683    -0.553493
  4     0.421389    -0.047406    -0.589897
  5    -0.534298     0.237620    -0.626826
  6     0.625383     0.526022    -0.651443
  7    -0.684164     0.743466    -0.662221
  8     0.716206     0.873649    -0.665588
  9    -0.731968     0.940989    -0.666431
 10     0.739316     0.973165    -0.666618
 11    -0.742653     0.987949    -0.666657
 12     0.744151     0.994619    -0.666665
 13    -0.744820     0.997603    -0.666666
 14     0.745118     0.998934    -0.666667
two-cycle amplitude |z| = 0.745356 (no unit)
two-cycle energy E = 1.000000 eV
two-cycle excess over minimum = 1.500000 eV
two-cycle B = -0.666667 eV
unrestricted minimum energy = -0.666667 eV
exact two-electron energy of model = -1.000000 eV
first optimal damping factor = 0.337263 (no unit)
energy after first damped step = -0.485497 eV
energy after 16 damped steps = -0.500000 eV
biased model: delta = 1.0 eV, same t and U
biased fixed point z = -0.198391 (no unit)
biased minimum energy = -0.599598 eV
biased Jacobian = -1.4123 (no unit)
biased energy curvature in z = 5.1242 eV
biased displacement in z = 0.001 (no unit)
biased excess before step = 2.5619e-06 eV
biased excess after step = 5.1066e-06 eV
biased excess ratio = 1.9933 (no unit)
biased Jacobian squared = 1.9946 (no unit)
all assertions hold
```
